# Where Is the Edge in a Secondary-Electron Profile?

## Question

I scan a focused electron beam across a vertical step and record the secondary electrons. The signal is flat far from the step on both sides and has a bright peak near it. The reason seems clear: close to the wall, secondaries can leave through the side as well as through the top, and this extra escape is strongest at the wall itself. I have therefore been taking the brightest point as the position of the edge. The beam has a finite width, but its profile is symmetric, so I expected it to broaden the peak without moving it.

Is that right? If not, how large is the error, and is it the same for every material, so that one calibration would remove it?

## Answer

Even if the extra escape is strongest at the wall, the conclusion does not follow. A symmetric beam with a single central maximum leaves the maximum of a *symmetric* peak in place. The edge peak is not symmetric: it decays gradually into the solid and stops abruptly at the wall. Blurring such a shape moves its maximum, by an amount that depends on the beam and on the material. A simple model gives the size of the effect.

### The signal of an infinitely sharp beam

Let the solid fill \(x<0\) below its top surface, with the wall at \(x=0\) and a floor of the same material a height \(H\) lower. Negative positions are inside the raised part. Lengths are in nanometres and signals in electrons per primary electron.

Assume that each primary travels straight down over a range \(L>H\) and creates \(q\) secondaries per unit length. A secondary starts with equal probability along one of the six directions \(\pm x,\pm y,\pm z\) and survives a path \(d\) in the solid with probability \(e^{-d/\lambda}\). The attenuation length \(\lambda\) carries the material dependence of the escape. Every secondary that leaves the solid is detected. Sideways scattering of the primaries, backscattered electrons, charging and shadowing by the wall are left out.

Let the beam land at \(u\). One sixth of the secondaries start upwards, and one created at depth \(z\) must cover the path \(z\). The flat surface therefore yields

\[
Y=\int_0^L \frac q6\,e^{-z/\lambda}\,dz=\frac{q\lambda}{6}\left(1-e^{-L/\lambda}\right).
\]

The same integral applies on the floor, with depth counted from the floor. If \(u<0\), another sixth start towards the wall, at distance \(|u|=-u\). Those created above floor level, along a track of length \(H\), can escape there; those created deeper run into more solid. The wall adds

\[
\frac q6\,H\,e^{u/\lambda}=A\,e^{u/\lambda},\qquad A=\frac{qH}{6}.
\]

The other four directions lead deeper into the solid or along the step and contribute nothing. Hence

\[
s(u)=\begin{cases}Y+A\,e^{u/\lambda}, & u<0,\\ Y, & u>0.\end{cases}
\]

This signal rises towards the wall and drops by \(A\) there. In this model, your reading of the profile would be correct for a beam of zero width.

### What the finite beam does

Let the beam current have the normalized Gaussian profile

\[
g(y)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-y^2/(2\sigma^2)} .
\]

With the beam centred at \(x\), the signal is \(S(x)=\int s(u)\,g(u-x)\,du\). The constant \(Y\) is unchanged because \(g\) has unit area. In the wall term put \(u=-t\), where \(t>0\) is the distance to the wall, and use \(g(-t-x)=g(x+t)\):

\[
S(x)=Y+A\int_0^\infty e^{-t/\lambda}\,g(x+t)\,dt .
\]

Since \(g'(y)=-(y/\sigma^2)\,g(y)\), the slope is

\[
S'(x)=-\frac{A}{\sigma^2}\int_0^\infty (x+t)\,e^{-t/\lambda}\,g(x+t)\,dt .
\]

For \(x\ge 0\) the integrand is positive for all \(t>0\), so \(S'(x)<0\). At the physical edge the signal is already falling as the beam moves outwards. The reason is that half of a beam centred on the edge lands on the floor, where it produces no wall signal. Moving the beam inwards brings more of it into the region of enhanced escape, which at first outweighs the greater distance to the wall.

At the maximum \(x^*\) the integral vanishes. Let \(\langle\cdot\rangle\) denote an average over \(t>0\) with weight \(w(t)=e^{-t/\lambda}g(x^*+t)\). Then \(x^*+\langle t\rangle=0\), or

\[
-x^*=\langle t\rangle>0 .
\]

The inward shift equals the mean distance from the wall at which the detected wall electrons were created, with the beam at its brightest position.

### The shift is smaller than the attenuation length

Write \(m=-x^*=\langle t\rangle\). Differentiating the weight gives

\[
w'(t)=-\left[\frac1\lambda+\frac{t-m}{\sigma^2}\right]w(t).
\]

The product \(t\,w(t)\) vanishes at \(t=0\) and for \(t\to\infty\), so \(\int_0^\infty (w+t\,w')\,dt=0\). Inserting \(w'\) and dividing by \(\int_0^\infty w\,dt\) gives

\[
1=\frac{\langle t\rangle}{\lambda}+\frac{\langle t(t-m)\rangle}{\sigma^2}.
\]

Here \(\langle t(t-m)\rangle=\langle t^2\rangle-m^2\) is the variance of \(t\). Therefore

\[
-x^*=\lambda\left(1-\frac{\operatorname{Var}(t)}{\sigma^2}\right),
\qquad 0<-x^*<\lambda .
\]

Within this model, and for equal flat yields, the error is inward for every nonzero beam width and stays below \(\lambda\). The bound uses the Gaussian form of \(g\) and can fail for flatter beam profiles. For a top-hat profile of half-width \(a\) the peak lies at \(x^*=-a\), where the beam has just moved entirely onto the raised part, and this exceeds \(\lambda\) whenever \(a>\lambda\).

### A formula for the peak, including unequal flat yields

Now let the floor be of another material, and take the flat yields \(Y_t\) (top) and \(Y_b\) (floor) as given. The flat parts contribute

\[
Y_t\int_{-\infty}^{-x}g(y)\,dy+Y_b\int_{-x}^{\infty}g(y)\,dy
\]

to \(S(x)\), with derivative \(-(Y_t-Y_b)\,g(x)\), because \(g\) is even. For the wall term, integrate by parts:

\[
A\int_0^\infty e^{-t/\lambda}g'(x+t)\,dt
=-A\,g(x)+\frac A\lambda\int_0^\infty e^{-t/\lambda}g(x+t)\,dt .
\]

Add the two and take out the factor \(A\,g(x)\), using \(g(x+t)/g(x)=e^{-xt/\sigma^2-t^2/(2\sigma^2)}\):

\[
S'(x)=A\,g(x)\left[\frac{I(x)}{\lambda}-\kappa\right],\qquad
\kappa=1+\frac{Y_t-Y_b}{A},
\]

\[
I(x)=\int_0^\infty \exp\left(-\frac t\lambda-\frac{xt}{\sigma^2}-\frac{t^2}{2\sigma^2}\right)dt .
\]

As \(x\) runs from \(-\infty\) to \(\infty\), \(I(x)\) decreases strictly from infinity to zero. For \(\kappa>0\) the bracket changes sign once, from plus to minus, so there is one maximum. For \(\kappa\le0\) the signal rises everywhere and there is no peak.

To evaluate \(I\), set \(t=\sigma r\) and \(v=\sigma/\lambda+x/\sigma\), then complete the square:

\[
I=\sigma\int_0^\infty e^{-vr-r^2/2}\,dr
=\sigma e^{v^2/2}\int_v^\infty e^{-y^2/2}\,dy=\sigma R(v),
\]

\[
R(v)=\sqrt{\frac{\pi}{2}}\;e^{v^2/2}\,\operatorname{erfc}\left(\frac{v}{\sqrt2}\right).
\]

\(R\) is known as the Mills ratio. Its first integral form shows that it decreases with \(v\), so it has an inverse \(R^{-1}\). The peak condition \(I=\kappa\lambda\) becomes \(R(v)=\kappa\lambda/\sigma\), and hence

\[
x^*=\sigma\left[R^{-1}\left(\frac{\kappa\lambda}{\sigma}\right)-\frac{\sigma}{\lambda}\right].
\]

For equal flat yields \(\kappa=1\), and neither \(q\) nor \(H\) affects the position of the peak. They affect its height. The independence of \(H\) is a property of the six-direction rule and is lost once oblique paths near the corners are counted.

### Two materials under the same beam

Take two model materials with \(\lambda=1\) nm and \(\lambda=4\) nm, and hold the rest fixed: \(\sigma=2\) nm (full width at half maximum 4.71 nm), \(H=20\) nm, \(L=100\) nm and \(q=0.60\) per nm. Then \(A=0.60\times20/6=2.0\), and the flat yields are 0.10 and 0.40. The floor matches the top, so \(\kappa=1\).

As a test of the sharp-beam signal, secondaries were followed at random in the step geometry. With the beam 1 nm inside the wall, the count gave \(0.824\pm0.011\) and \(1.973\pm0.017\) (one standard error), against 0.836 and 1.958 from the formula.

For \(\lambda=1\) nm the condition is \(R(v)=1/2\), with solution \(v=1.572\):

\[
x^*=2\,(1.572-2)\ \text{nm}=-0.86\ \text{nm}.
\]

For \(\lambda=4\) nm it is \(R(v)=2\), with solution \(v=-0.518\):

\[
x^*=2\,(-0.518-0.5)\ \text{nm}=-2.04\ \text{nm}.
\]

Blurring \(s(u)\) numerically and searching for the maximum gives the same positions to the four decimals printed in the numerical output. The variance formula can be checked too: for the second material \(\operatorname{Var}(t)=1.964\) nm², and \(4\,(1-1.964/4)=2.04\) nm.

At the true edge the total signal is 0.436 against 0.464 at the peak for the first material, and 1.099 against 1.351 for the second. The edge is thus 6% and 19% below the respective maximum.

This answers the calibration question. With the beam held fixed, the two shifts differ by 1.18 nm. A correction found on one material would be wrong by that amount at each edge of the other.

On a wide isolated line both peaks move inwards, so the peak-to-peak distance is too small by \(2|x^*|\). For a line 40 nm wide, direct maximization gives 38.3 nm and 35.9 nm. The distance between corresponding edges of two identical, well-separated lines is unaffected, because both peaks shift the same way.

### Sharp and broad beams

Keep \(\kappa=1\). For \(\sigma\ll\lambda\), \(R(v)=\lambda/\sigma\) is large, so \(v\) is large and negative. The complementary error function is then close to 2, and \(R(v)\approx\sqrt{2\pi}\,e^{v^2/2}\). Solving for the negative root and inserting it in \(x^*=\sigma v-\sigma^2/\lambda\) gives

\[
-x^*\approx\sigma\sqrt{2\ln\frac{\lambda}{\sigma\sqrt{2\pi}}}+\frac{\sigma^2}{\lambda}.
\]

The shift vanishes with the beam width, though it can be several times \(\sigma\). A peak this far inside keeps nearly the whole beam on the raised part.

For \(\sigma\gg\lambda\), the Gaussian hardly varies over the few \(\lambda\) from which wall electrons escape. The weight is then nearly \(e^{-t/\lambda}\), whose variance is \(\lambda^2\), and the variance formula gives

\[
-x^*\approx\lambda\left(1-\frac{\lambda^2}{\sigma^2}\right).
\]

The beam now sees the wall emission as a narrow source centred a distance \(\lambda\) inside the edge. For \(\lambda=4\) nm, the computed shift grows from 0.50 nm at \(\sigma=0.25\) nm to 3.43 nm at \(\sigma=8\) nm. For \(\lambda=1\) nm it grows from 0.34 to 0.99 nm over the same range, already close to its limit.

### When the peak is on the edge, outside it, or absent

Setting \(x^*=0\) in the general condition gives

\[
\kappa=\frac\sigma\lambda\,R\left(\frac\sigma\lambda\right),\qquad
Y_b=Y_t+A\left[1-\frac\sigma\lambda R\left(\frac\sigma\lambda\right)\right].
\]

For \(v>0\), dropping \(e^{-r^2/2}\) from the integral for \(R\) shows that \(vR(v)<v\int_0^\infty e^{-vr}dr=1\). The bracket is therefore positive: the peak can coincide with the edge only if the floor is brighter than the top by a particular amount, which itself depends on the beam width.

Take \(\lambda=4\) nm, \(\sigma=2\) nm, \(A=2.0\) and \(Y_t=0.40\), and vary the floor yield alone:

- A dark floor, \(Y_b=0\), moves the peak from \(-2.04\) to \(-2.38\) nm.
- \(Y_b=1.52\) puts it on the edge.
- \(Y_b=2.0\) puts it 3.3 nm outside, but the maximum then stands only 0.002 above the floor signal of 2.0 and would be hard to see in a measurement.
- \(Y_b=2.6\) exceeds \(Y_t+A=2.4\), so \(\kappa<0\) and there is no maximum.

With unequal yields the bound \(\lambda\) no longer holds. For a very broad beam \(v\) is large and \(R(v)\approx1/v\), so \(v\approx\sigma/(\kappa\lambda)\). To leading order, for fixed \(\kappa>0\) different from 1,

\[
x^*\approx-\frac{\sigma^2}{\lambda}\left(1-\frac1\kappa\right),
\]

which grows as the square of the beam width. The next term, from \(R(v)\approx 1/v-1/v^3\), is the constant \(-\kappa\lambda\), so the leading term alone is useful only for \(\sigma\) of many \(\lambda\). For \(\kappa=0.8\) and \(\sigma=\lambda=4\) nm it gives \(+1.0\) nm, while the peak lies at \(-1.4\) nm. In this broad-beam limit the peak also fades as it moves away, and in a measurement with noise it is eventually lost.

### Does the result rest on the exponential law?

The inward direction does not. Return to equal flat yields and replace \(e^{-t/\lambda}\) by any positive, integrable wall-escape law \(P(t)\). The slope argument is unchanged: the signal falls for all \(x\ge0\), and at any maximum (a non-monotone \(P\) can give more than one) \(-x^*=\langle t\rangle\), now with weight \(P(t)\,g(x^*+t)\). The size of the shift does depend on \(P\).

Suppose secondaries start isotropically and travel straight with attenuation length \(\ell\). A fraction \(d\mu/2\) have direction cosine between \(\mu\) and \(\mu+d\mu\) towards the wall, and their path is \(t/\mu\). Ignoring corrections near the top and bottom corners,

\[
P(t)=\frac12\int_0^1 e^{-t/(\ell\mu)}\,d\mu .
\]

For a broad beam the shift tends to the mean of \(t\) under \(P\). Doing the \(t\) integrals first,

\[
\frac{\int_0^\infty tP\,dt}{\int_0^\infty P\,dt}
=\frac{\int_0^1\ell^2\mu^2\,d\mu}{\int_0^1\ell\mu\,d\mu}
=\frac{\ell^2/3}{\ell/2}=\frac{2\ell}{3}.
\]

Direct maximization at \(\sigma=20\,\ell\) gives \(0.665\,\ell\). With \(\ell=4\) nm and \(\sigma=2\) nm the peak is at \(-1.48\) nm, compared with \(-2.04\) nm for the exponential law with \(\lambda=4\) nm. These values hold for \(H\gg\ell\). For \(H=20\) nm the corner terms, including a dip in the floor yield next to the wall, move the peak about 0.04 nm further inward and raise the broad-beam shift to about \(0.70\,\ell\), and lower steps shift more. If electrons that strike the floor or the wall again are counted as lost, the peak moves to about \(-1.8\) nm.

### Relation to a real measurement

Beam widths of a few nanometres are realistic for this kind of metrology. Escape lengths are roughly a nanometre in many metals and can be several times larger in insulators, so the two values of \(\lambda\) are reasonable. The straight 100 nm track is a strong simplification. At landing energies of about 1 keV or less, the range is much shorter and the primaries scatter sideways over a comparable distance. Wall electrons are then also created by beams landing farther from the wall, while primaries landing very close to it can leave through the side before they have created all their secondaries. Both effects change the sharp-beam signal \(s(u)\), so the shifts computed here are not predictions for a real step. A sloping wall adds a separate question, since its top and foot lie at different \(x\) and "the edge" must first be defined.

To locate an edge, one should therefore fit the whole profile with a model that contains the beam width, the escape law and the two flat yields, with the edge position as a parameter. For a real step the escape law must also account for the scattering of the primaries, and an unsuitable law would bias the fitted edge. The brightest point can serve as a marker of an edge, but its offset has to be determined for the beam, materials and step geometry in use.

## Table of computed values

```
beam sigma = 2.0 nm
beam full width at half maximum = 4.710 nm
step height H = 20.0 nm, primary range = 100.0 nm
SE generation q = 0.60 per nm
wall amplitude A = 2.000 electrons/primary
lambda 1 nm, sharp beam 1 nm inside: model 0.836, count 0.824 +- 0.011
lambda 4 nm, sharp beam 1 nm inside: model 1.958, count 1.973 +- 0.017
lambda 1 nm: flat yield = 0.100 electrons/primary
  sigma/lambda = 2.000, Rinv(lambda/sigma) = 1.5719
  peak position: formula -0.8563 nm, direct -0.8563 nm
  escape distance at peak: mean 0.8563 nm, variance 0.5749 nm^2
  signal at peak 0.4640, at edge 0.4362 electrons/primary
  line width: true 40.0 nm, peak-to-peak 38.287 nm
lambda 4 nm: flat yield = 0.400 electrons/primary
  sigma/lambda = 0.500, Rinv(lambda/sigma) = -0.5179
  peak position: formula -2.0358 nm, direct -2.0358 nm
  escape distance at peak: mean 2.0358 nm, variance 1.9642 nm^2
  signal at peak 1.3505, at edge 1.0992 electrons/primary
  line width: true 40.0 nm, peak-to-peak 35.928 nm
material difference in shift = 1.1795 nm
inward shift in nm: sigma (nm), lambda 1 nm, lambda 4 nm
  0.25  0.3390  0.5004
  0.50  0.5090  0.8440
  1.00  0.6974  1.3560
  2.00  0.8563  2.0358
  4.00  0.9488  2.7895
  8.00  0.9853  3.4251
sharp limit, lambda 4 nm, sigma 0.004 nm: direct 0.01385, limit 0.01385 nm
broad limit, lambda 1 nm, sigma 20 nm: direct 0.99753, limit 0.99750 nm
contrast cases: lambda 4 nm, sigma 2 nm, top yield 0.400
  floor yield 0.0000, kappa 1.2000: peak at -2.3794 nm
  floor yield 0.4000, kappa 1.0000: peak at -2.0358 nm
  floor yield 1.5236, kappa 0.4382: peak at 0.0000 nm
  floor yield 2.0000, kappa 0.2000: peak at 3.2850 nm
  floor yield 2.6000: no maximum, signal only rises
isotropic escape, path length 4 nm, sigma 2 nm: peak -1.4846 nm
isotropic escape, sigma 80 nm: shift/path length = 0.6654
```
